# Interface-State Energy and Gap Overlap in an Inverted Dirac Junction

## Bound state of a Dirac junction with mass inversion and a potential step

Suppose that two semiconductors are known to have opposite band order, and that an interface state is therefore placed halfway between their midgap energies. For half-gaps of 0.09 and 0.15 eV and a midgap offset of 0.12 eV this guess gives 0.060 eV, measured from the left midgap. The model solved below gives 0.045 eV. At an offset of 0.25 eV the guess still supplies an energy, although the sharp junction has no bound state. Band inversion must be considered together with band alignment.

### Model and the condition for decay

Consider one Dirac cone in one dimension,
$$
H=-i\hbar v\,\sigma_x\frac{d}{dx}+M(x)\sigma_z+V(x), \tag{1}
$$
with $v>0$. For $x<0$ the mass is $M=-m_1$ and the potential energy is $V=V_1$. For $x>0$ they are $M=+m_2$ and $V=V_2$. Both $m_1$ and $m_2$ are positive energies, equal to half the bulk gaps. The bands are flat on each side, and there is no additional potential at the wall. Since (1) is of first order with finite $M$ and $V$, the spinor is continuous at $x=0$.

Write $\psi=(a,ic)^T$ and $\varepsilon=E-V$. The two rows of $H\psi=E\psi$ are
$$
\hbar v\,c'+Ma=\varepsilon a,\qquad -i\hbar v\,a'-iMc=i\varepsilon c .
$$
Dividing the second by $-i$ gives the real system
$$
\hbar v\,a'=-(\varepsilon+M)c,\qquad \hbar v\,c'=(\varepsilon-M)a. \tag{2}
$$
In a uniform region, differentiating the first equation and inserting the second yields
$$
(\hbar v)^2a''=-(\varepsilon+M)(\varepsilon-M)a=(M^2-\varepsilon^2)a, \tag{3}
$$
and $c$ obeys the same equation. If $|\varepsilon|<|M|$, the solutions are exponentials with rate
$$
\kappa=\frac{\sqrt{M^2-\varepsilon^2}}{\hbar v}. \tag{4}
$$
If $|\varepsilon|>|M|$ they oscillate, and if $|\varepsilon|=|M|$ they are constant or linear in $x$. No nonzero solution of the last two kinds is normalizable on a half-line.

A bound state therefore needs $|E-V_1|<m_1$ and $|E-V_2|<m_2$ together: its energy must lie in both open gaps. This argument uses only the two bulk regions, so it holds for any interface layer of finite thickness between them. The intervals $(V_i-m_i,V_i+m_i)$ overlap when each lower edge lies below the other's upper edge, $V_1-m_1<V_2+m_2$ and $V_2-m_2<V_1+m_1$. Together these say
$$
|V_2-V_1|<m_1+m_2. \tag{5}
$$
Condition (5) is thus necessary. Whether it is sufficient depends on the matching.

### Matching at the sharp wall

Let $\varepsilon_i=E-V_i$, with $E$ in both gaps. On the right the allowed solution varies as $e^{-\kappa_2x}$. The first equation of (2) becomes $-\hbar v\kappa_2a=-(\varepsilon_2+m_2)c$, so
$$
\left.\frac ca\right|_R=\frac{\sqrt{m_2^2-\varepsilon_2^2}}{m_2+\varepsilon_2}
=\sqrt{\frac{m_2-\varepsilon_2}{m_2+\varepsilon_2}} . \tag{6}
$$
On the left the solution varies as $e^{+\kappa_1x}$ and $M=-m_1$. Then $\hbar v\kappa_1a=(m_1-\varepsilon_1)c$, so
$$
\left.\frac ca\right|_L=\frac{\sqrt{m_1^2-\varepsilon_1^2}}{m_1-\varepsilon_1}
=\sqrt{\frac{m_1+\varepsilon_1}{m_1-\varepsilon_1}} . \tag{7}
$$
Continuity requires (6) and (7) to be equal. Both are positive, so squaring adds no false root:
$$
(m_2-\varepsilon_2)(m_1-\varepsilon_1)=(m_1+\varepsilon_1)(m_2+\varepsilon_2).
$$
After expansion, $m_1m_2$ and $\varepsilon_1\varepsilon_2$ cancel. What remains is $-2(m_2\varepsilon_1+m_1\varepsilon_2)=0$, or
$$
\frac{\varepsilon_1}{m_1}=-\frac{\varepsilon_2}{m_2}. \tag{8}
$$
Inserting $\varepsilon_i=E-V_i$ gives $m_2(E-V_1)+m_1(E-V_2)=0$, whose single root is
$$
\boxed{E_0=\frac{m_2V_1+m_1V_2}{m_1+m_2}} . \tag{9}
$$

The root must still lie in both gaps. Subtracting $V_1$ or $V_2$ gives
$$
\varepsilon_1=\frac{m_1(V_2-V_1)}{m_1+m_2},\qquad
\varepsilon_2=-\frac{m_2(V_2-V_1)}{m_1+m_2}. \tag{10}
$$
Each requirement $|\varepsilon_i|<m_i$ reduces to (5). The sharp inverted junction therefore has one bound state when the gaps overlap and none otherwise.

Inversion is essential to this sufficiency. If the left mass were $+m_1$, the left solution would obey $\hbar v\kappa_1a=-(\varepsilon_1+m_1)c$ and have $c/a<0$. It could not match the positive ratio (6), so a sharp step without inversion binds no state, even with overlapping gaps.

Equation (9) weights each midgap energy by the half-gap of the other material. If $m_2\to\infty$ at fixed $V_1$ and $V_2$, then $E_0\to V_1$: a very wide gap pins the state to the midgap of its neighbour. If the offset grows with the barrier as $V_2-V_1=\gamma m_2$, with $|\gamma|<1$, the limit is instead $V_1+\gamma m_1$. A hard wall is thus specified by the ratio of offset to mass, not by an infinite mass alone.

### Walls of finite width

Let mass and potential follow one profile $s(x)$, running from 0 on the left to 1 on the right:
$$
M=-m_1+(m_1+m_2)s,\qquad V=V_1+(V_2-V_1)s .
$$
Define
$$
\beta=\frac{V_1-V_2}{m_1+m_2},\qquad \lambda=\sqrt{1-\beta^2}. \tag{11}
$$
Eliminating $s$ gives $V=V_1-\beta(M+m_1)$, while (9) is $E_0=V_1-\beta m_1$. Hence
$$
E_0-V(x)=\beta M(x). \tag{12}
$$
At $E=E_0$ the system (2) becomes
$$
\hbar v\,a'=-(1+\beta)Mc,\qquad \hbar v\,c'=-(1-\beta)Ma .
$$
Try $c=ra$ with constant $r$. The equations agree if $(1+\beta)r=(1-\beta)/r$, so $r^2=(1-\beta)/(1+\beta)$. For $|\beta|<1$ the positive root has $(1+\beta)r=\lambda$, and
$$
a(x)=a(0)\exp\left[-\frac{\lambda}{\hbar v}\int_0^xM(y)\,dy\right]. \tag{13}
$$
This decays on both sides, with rates
$$
\kappa_i=\frac{\lambda m_i}{\hbar v}. \tag{14}
$$
The energy is therefore independent of the shape of the common profile. It equals the local potential energy at the point where the mass vanishes. A wide wall may bind further states, so uniqueness was shown for the sharp wall alone.

A change of velocity across the wall leaves $E_0$ in place if the kinetic term is symmetrized as $-i\hbar\sqrt v\,\sigma_x(d/dx)\sqrt v$. Setting $\phi=\sqrt v\,\psi$ and multiplying the eigenvalue equation by $\sqrt v$ gives
$$
-i\hbar v(x)\sigma_x\phi'+(M\sigma_z+V-E)\phi=0 .
$$
The same constant ratio $r$ solves it, with $v(x)$ now inside the integral of (13).

### Closure of the overlap

As $|\beta|\to1$, $\lambda$ goes to zero and both decay lengths diverge. By (10), the energy reaches an edge of each gap at the same moment, and the state spreads into the bulk.

For $|\beta|>1$ the root (9) still exists, but $r$ and the exponent in (13) are imaginary. The solution has constant magnitude and is a single plane wave on each side. Its current is
$$
v\psi^\dagger\sigma_x\psi=iv(a^*c-c^*a)=-2v|a|^2\,\mathrm{Im}\,r\neq0 .
$$
It has the same value on both sides, so the solution is an incoming wave joined to a transmitted wave with no reflected part. At $E_0$ the former bound state has become a reflectionless wave.

### Worked example

Take $m_1=0.090$ eV, $m_2=0.150$ eV, $V_1=0$, $V_2=0.120$ eV and $v=5.00\times10^5$ m/s, so $\hbar v=0.3291$ eV nm. The left gap runs from $-0.090$ to $0.090$ eV and the right gap from $-0.030$ to $0.270$ eV. They share a window 0.120 eV wide. From (9),
$$
E_0=\frac{0.090\times0.120}{0.240}\ \text{eV}=0.045\ \text{eV}=45\ \text{meV}.
$$
Also $\beta=-0.120/0.240=-0.50$ and $\lambda=0.866$. The amplitude decay lengths are $0.3291/(0.866\times0.090)=4.22$ nm on the left and 2.53 nm on the right.

With both masses held fixed, a step of 0.23 eV leaves an overlap of 0.010 eV and a state at 0.08625 eV. At 0.25 eV the gaps are 0.010 eV apart, and matching numerically computed decaying solutions finds no state. At 0.30 eV the computed reflection is zero to rounding at $E_0=0.1125$ eV, but 0.197 at 0.140 eV.

A periodic supercell has a second, reversed wall. Diagonalizing an 80 nm cell with two 40 nm layers gives a mean wall-level energy of 0.0450 eV. At a step of 0.12 eV, the largest weight of any examined state within 8 nm of the walls is 0.985 in both 80 and 160 nm cells. At 0.30 eV it falls from 0.517 to 0.309 as the cell doubles, as expected of states that spread with the cell.

Smoothing the common profile with a Gaussian of standard deviation 1 nm leaves the energy at 0.0450 eV, as does also making the right velocity 1.5 times larger. With a standard deviation of 15 nm, a 240 nm cell has nine levels in the common gap, against two for the sharp wall. Isolated mirror-image walls would contribute equal numbers. The odd count therefore cannot be that of two isolated walls. An isolated wall of this width binds five levels, the shallowest within 0.3 meV of the right valence edge. In the 240 nm cell one combination of that shallow pair is pushed out of the common gap, while a 600 nm cell shows all ten levels.

### Corrections to the model

**Transverse motion.** Add $\hbar vk\sigma_y$ to (1) and set $E=E_0+\eta$. With $c=ra$, the two rows give
$$
\hbar v\frac{a'}a=-\lambda M+\frac{\eta}{r}-\hbar vk,\qquad
\hbar v\frac{a'}a=-\lambda M-\eta r+\hbar vk .
$$
Equating them gives $\eta(r+1/r)=2\hbar vk$. Since $r+1/r=2/\lambda$,
$$
E(k)=E_0+\lambda\hbar vk. \tag{15}
$$
The second row then adds $k(1-\lambda r)=\beta k$ to $a'/a$, because $\lambda r=1-\beta$. The state remains bound while $\kappa_1+\beta k>0$ and $\kappa_2-\beta k>0$. At $k=0.05$ nm$^{-1}$ the energy is 0.059 eV; the reversed wall has the opposite slope and gives 0.031 eV.

**Displaced potential step.** The normalized density is $\rho_0e^{2\kappa_1x}$ on the left and $\rho_0e^{-2\kappa_2x}$ on the right. Normalization, $\rho_0[1/(2\kappa_1)+1/(2\kappa_2)]=1$, gives
$$
\rho_0=\frac{2\kappa_1\kappa_2}{\kappa_1+\kappa_2}=0.296\ \text{nm}^{-1}. \tag{16}
$$
If the potential step lies a short distance $d$ to the left of the mass inversion, the first-order shift is $(V_2-V_1)\rho_0d$. For $d=0.30$ nm this is 10.7 meV; diagonalization gives 9.8 meV. The common-profile result thus does not protect the energy from a displacement of about one atomic layer.

**Remote bands.** These can add a term $-B\sigma_zd^2/dx^2$. The spinor has $\langle\sigma_z\rangle=(1-r^2)/(1+r^2)=\beta$, and
$$
\int|\psi'|^2dx=\rho_0\left(\frac{\kappa_1}{2}+\frac{\kappa_2}{2}\right)=\kappa_1\kappa_2 .
$$
The first-order shift is $\beta B\kappa_1\kappa_2$. With the free-electron value $B=0.0381$ eV nm$^2$ as a rough scale, it is $-1.8$ meV, against $-1.6$ meV by diagonalization. This value of $B$ is probably too small for lead salts, whose transverse far-band masses are of order $0.1\,m_0$. Ten times this $B$ shifts the state by about $-10$ meV, and first order ($-18$ meV) then overestimates the shift.

**Field and tunnelling.** The mean position is
$$
\langle x\rangle=\rho_0\left(\frac1{4\kappa_2^2}-\frac1{4\kappa_1^2}\right)
=\frac{\kappa_1-\kappa_2}{2\kappa_1\kappa_2}=-0.844\ \text{nm}. \tag{17}
$$
A field of 0.05 MV/cm tilts the energy by $f=0.005$ eV/nm. If energy rises to the right, the first-order shift is $-4.2$ meV. Higher orders are not negligible: for a field confined to 8 nm on each side of the wall, with the potential constant beyond, first order gives $-4.1$ meV and numerical matching gives $-5.0$ meV. The semiclassical exponent for tunnelling across the left gap is
$$
\frac2{\hbar v}\int_{-m_1/f}^{m_1/f}\sqrt{m_1^2-f^2x^2}\,dx=\frac{\pi m_1^2}{\hbar vf}=15.5,
$$
by the area of a half-ellipse. The factor $e^{-15.5}$ is small, provided that the field is uniform over the barrier. It describes bulk electrons crossing the whole gap, not escape from the interface state. That state starts at $\varepsilon_1=m_1/2$ and, with energy rising to the right, reaches the left conduction band after $m_1/(2f)=9$ nm. If the first-order shift is neglected, its exponent is
$$
\frac2{\hbar vf}\int_{m_1/2}^{m_1}\sqrt{m_1^2-\varepsilon^2}\,d\varepsilon
=\frac{m_1^2}{\hbar vf}\left(\frac\pi3-\frac{\sqrt3}4\right)=3.0 .
$$
The factor $e^{-3.0}=0.05$ is not very small. If the field extends this far, the state is a resonance with a finite lifetime, not a true bound state.

**Finite layers and temperature.** In a periodic cell with 20 nm layers the two wall levels split by 1.4 meV at zero Bloch wavevector and by 1.5 meV at the zone boundary. At 300 K, $k_BT=25.9$ meV, while the nearest gap edge is 45 meV away. The Boltzmann factor to that edge is 0.175. If the Fermi level lies near the interface state, bulk carriers therefore cannot be neglected in transport.

### Comparison with a real junction

The half-gaps and the velocity scale lie roughly in the regime of a tin telluride–lead telluride junction at room temperature, with tin telluride on the left. The offset is a chosen value, not one measured for this junction. If the real offset exceeds 0.240 eV in magnitude, the sharp-wall model gives no bound state. At fixed masses $dE_0/dV_2=m_1/(m_1+m_2)=0.375$, so an offset error of 0.05 eV moves the state by 19 meV. Real velocities are anisotropic. For a valley with a principal axis along the wall normal, this changes the decay lengths but, under the symmetrized model above, not $E_0$ at $k=0$. Tilted valleys are not treated here.

The flat-band assumption is the weakest one, because tin telluride can be strongly p-type. For four isotropic valleys with two spin states, the hole density is $n=4k_F^3/(3\pi^2)$ and the zero-temperature Fermi energy is $-\sqrt{m_1^2+(\hbar vk_F)^2}$. At a rough $10^{20}$ cm$^{-3}$ this is $-0.311$ eV, far below the interface state. Suppose that the right material has its Fermi level at midgap, and that the entire equilibrating potential drop occurs at the wall over much less than 2.5 nm. The right midgap then aligns with the left Fermi level, and the effective step changes from $+0.120$ to $-0.311$ eV. Its magnitude exceeds 0.240 eV, so in this limit the bound state is lost. At $10^{18}$ cm$^{-3}$ the zero-temperature formula gives $-0.111$ eV, but at 300 K the holes are only weakly degenerate. Fermi–Dirac statistics for the same bands then puts the Fermi level near $-0.069$ eV. With this value as the step, the same limiting assumption moves the state from $+45$ to about $-26$ meV. This abrupt limit is not realistic, because screening spreads the drop. Take a local-density Poisson solution for the same bands at 300 K, with a static permittivity of 400 on both sides (the order of that of lead telluride) and the charge of the interface state neglected. It places only 0.09 of the 0.42 eV drop within 2.5 nm of the wall at $10^{20}$ cm$^{-3}$, and 0.01 of 0.19 eV at $10^{18}$ cm$^{-3}$. At $10^{20}$ cm$^{-3}$ the bulk gaps still do not overlap, but the state survives as a very narrow resonance about 56 meV above the left midgap at the wall. At $10^{18}$ cm$^{-3}$ it remains bound about 46 meV above that local midgap, near $-18$ meV from the left bulk midgap. The 45 meV result is thus measured from the local midgap at the wall, and it holds when the bands bend little over the decay lengths.

## Computed values

```
left half-gap m1 = 0.090 eV; right half-gap m2 = 0.150 eV
potential step = 0.120 eV; left midgap = 0 eV
velocity = 5.00e+05 m/s; hbar*v = 0.3291 eV nm
left gap: -0.090 to 0.090 eV
right gap: -0.030 to 0.270 eV
beta = -0.5000; lambda = 0.8660 (no unit)
interface energy, formula = 0.045000 eV = 45.000 meV
energy from left midgap = 0.0450 eV
energy from right midgap = -0.0750 eV
amplitude decay length left = 4.222 nm
amplitude decay length right = 2.533 nm
gap closure at step = 0.240 eV
step -0.30 eV, overlap -0.060 eV: no bound state
step -0.20 eV, overlap 0.040 eV: state at -0.07500 eV
step 0.00 eV, overlap 0.180 eV: state at 0.00000 eV
step 0.12 eV, overlap 0.120 eV: state at 0.04500 eV
step 0.20 eV, overlap 0.040 eV: state at 0.07500 eV
step 0.23 eV, overlap 0.010 eV: state at 0.08625 eV
step 0.25 eV, overlap -0.010 eV: no bound state
step 0.30 eV, overlap -0.060 eV: no bound state
(a negative overlap is the distance between the gaps)
80 nm supercell, sharp wall: E = 0.045000 eV
shift on doubling the cutoff = -7.46e-12 eV
smooth wall, width parameter 1 nm: E = 0.045000 eV
same, right velocity 1.5 times larger: E = 0.045000 eV
wall width parameter 15 nm: 9 gap levels on two walls
largest weight within 8 nm of walls, step 0.12 eV:
  80 nm cell 0.985; 160 nm cell 0.985
largest weight within 8 nm of walls, step 0.30 eV:
  80 nm cell 0.517; 160 nm cell 0.309
step 0.30 eV: reflection at 0.1125 eV = 5.7e-32
step 0.30 eV: reflection at 0.1400 eV = 0.1970
transverse k = 0.05 1/nm: levels 0.03075, 0.05925 eV
density at wall = 0.2960 1/nm; mean position = -0.844 nm
potential step moved 0.30 nm left: shift = 9.77 meV
  first-order estimate = 10.66 meV
remote-band coefficient (rough scale) = 0.0381 eV nm^2
  shift = -1.64 meV; first order = -1.78 meV
20 nm layers: splitting of wall levels = 1.418 meV
kT at 300 K = 25.85 meV; nearest gap edge = 45.00 meV away
Boltzmann factor to that edge = 0.175
field 0.05 MV/cm, energy rising to the right: shift = -4.22 meV
interband tunnelling exponent, left gap = 15.46
left holes 1e+18 cm^-3: Fermi level = -0.111 eV
left holes 1e+20 cm^-3: Fermi level = -0.311 eV
```
